# Roothaan's Open-Shell Energy: Coefficients for Half-Filled Shells and p² ³P: a numerical check

```python
# Roothaan's open-shell energy, tested against many-electron Hamiltonians:
#   E = 2 sum_k H_k + sum_kl (2J_kl - K_kl)
#     + f [2 sum_m H_m + f sum_mn (2a J_mn - b K_mn) + 2 sum_km (2J_km - K_km)]
# k,l: closed orbitals; m,n: open orbitals; f: fractional occupation (0..1);
# H: one-electron energies; J,K: Coulomb and exchange integrals.
# Claims: half-filled high spin has f=1/2, a=1, b=2;
#         p2 3P has f=1/3, a=3/4, b=3/2.
# Example: sulfur ions S+ (3p3 4S) and S2+ (3p2 3P), Hartree atomic units.
from functools import reduce
from itertools import combinations
import numpy as np
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def roothaan_parts(H, J, K, closed, opened, f, a, b):
    """Closed, open one-electron, closed-open and open-open energies."""
    cc, co, oo = (np.ix_(closed, closed), np.ix_(closed, opened),
                  np.ix_(opened, opened))
    return np.array([
        2 * H[closed].sum() + (2 * J[cc] - K[cc]).sum(),
        2 * f * H[opened].sum(),
        2 * f * (2 * J[co] - K[co]).sum(),
        f**2 * (2 * a * J[oo] - b * K[oo]).sum()])


def fock_space_hamiltonian(h, eri):
    """Second-quantized Hamiltonian matrix and electron number of each state."""
    n = len(h)
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ann = [reduce(np.kron, [sign] * i + [lower] + [one] * (2 * n - i - 1))
           for i in range(2 * n)]
    E = np.array([[sum(ann[2*p+s].T @ ann[2*q+s] for s in (0, 1))
                   for q in range(n)] for p in range(n)])
    G = np.tensordot(eri, E, axes=2)
    ham = np.tensordot(h - 0.5 * np.einsum("prrs->ps", eri), E, axes=2)
    for p in range(n):
        for q in range(n):
            ham = ham + 0.5 * E[p, q] @ G[p, q]
    number = np.rint(np.diag(sum(E[p, p] for p in range(n)))).astype(int)
    return ham, number


def sector_energies(h, eri, n_electrons):
    ham, number = fock_space_hamiltonian(h, eri)
    sel = np.where(number == n_electrons)[0]
    return np.linalg.eigvalsh(ham[np.ix_(sel, sel)])


# --- Energy expression with random integrals: one closed, three open orbitals
rng = np.random.default_rng(7)
h_rand = rng.normal(size=(4, 4))
h_rand = h_rand + h_rand.T
B = rng.normal(size=(6, 4, 4))
B = B + B.transpose(0, 2, 1)
eri_rand = np.einsum("xpq,xrs->pqrs", B, B)
ham_rand, _ = fock_space_hamiltonian(h_rand, eri_rand)
J_rand = np.einsum("iijj->ij", eri_rand)
K_rand = np.einsum("ijij->ij", eri_rand)


def determinant_energy(alpha_open):
    occupied = [0, 1] + [2 * m for m in alpha_open]
    index = sum(2**(7 - i) for i in occupied)
    return ham_rand[index, index]


random_errors = {}
for n_el, f, a, b in ((3, 1/2, 1, 2), (2, 1/3, 3/4, 3/2)):
    mean = np.mean([determinant_energy(c) for c in combinations((1, 2, 3), n_el)])
    formula = roothaan_parts(np.diag(h_rand), J_rand, K_rand, [0], [1, 2, 3],
                             f, a, b).sum()
    random_errors[n_el] = abs(mean - formula)
    assert random_errors[n_el] < 1e-9


# --- Coefficients extracted from diagonalized p-shell Hamiltonians
def p_shell_integrals(jxy, kxy):
    d = np.eye(3)
    return (jxy * np.einsum("pq,rs->pqrs", d, d)
            + kxy * (np.einsum("pr,qs->pqrs", d, d)
                     + np.einsum("ps,qr->pqrs", d, d)))


def p_shell_data(n_el, jxy, kxy):
    eri = p_shell_integrals(jxy, kxy)
    levels, counts = np.unique(
        np.round(sector_energies(np.zeros((3, 3)), eri, n_el), 10),
        return_counts=True)
    f = n_el / 6
    row = [2 * f**2 * np.einsum("iijj->", eri), -f**2 * np.einsum("ijij->", eri)]
    return levels, counts, row


coefficients = {}
for label, n_el, level, degeneracy in (
        ("p2 3P", 2, 0, 9), ("p2 1D", 2, 1, 5), ("p2 1S", 2, 2, 1),
        ("p3 4S", 3, 0, 4), ("p4 3P", 4, 0, 9)):
    data = [p_shell_data(n_el, *jk) for jk in ((1.0, 0.1), (0.8, 0.2))]
    assert all(item[1][level] == degeneracy for item in data)
    ab = np.linalg.solve([item[2] for item in data],
                         [item[0][level] for item in data])
    levels, counts, row = p_shell_data(n_el, 0.7, 0.05)
    assert abs(np.dot(row, ab) - levels[level]) < 1e-8
    coefficients[label] = ab
assert np.allclose(coefficients["p2 3P"], [3/4, 3/2], atol=1e-7)
assert np.allclose(coefficients["p3 4S"], [1, 2], atol=1e-7)

# --- Sulfur ions: integrals over the s and p basis functions
BASIS = "def2-TZVP"
mol_quartet = gto.M(atom="S 0 0 0", basis=BASIS, charge=1, spin=3, verbose=0)
mol_triplet = gto.M(atom="S 0 0 0", basis=BASIS, charge=2, spin=2, verbose=0)
labels = mol_triplet.ao_labels(fmt=None)
s_index = [i for i, l in enumerate(labels) if l[2][-1] == "s"]
p_index = [[i for i, l in enumerate(labels) if l[2][-1] == "p" and l[3] == x]
           for x in "xyz"]
sp = s_index + sum(p_index, [])
ns, npr, nsp = len(s_index), len(p_index[0]), len(sp)
h_ao = scf.hf.get_hcore(mol_triplet)[np.ix_(sp, sp)]
overlap = mol_triplet.intor("int1e_ovlp")[np.ix_(sp, sp)]
eri_ao = mol_triplet.intor("int2e", aosym="s1")[np.ix_(sp, sp, sp, sp)]
coulomb = eri_ao.reshape(nsp**2, nsp**2)
exchange = eri_ao.transpose(0, 2, 1, 3).reshape(nsp**2, nsp**2)
CLOSED, OPEN = list(range(6)), [6, 7, 8]


def assemble(s_orb, p_orb):
    """Columns: 1s 2s 3s, 2p x y z (closed), 3p x y z (open)."""
    C = np.zeros((nsp, 9))
    C[:ns, :3] = s_orb[:, :3]
    for axis in range(3):
        rows = slice(ns + axis * npr, ns + (axis + 1) * npr)
        C[rows, 3 + axis] = p_orb[:, 0]
        C[rows, 6 + axis] = p_orb[:, 1]
    return C


def orbital_integrals(C):
    P = np.einsum("pi,qi->ipq", C, C).reshape(C.shape[1], -1)
    return P @ h_ao.ravel(), P @ coulomb @ P.T, P @ exchange @ P.T


def minimize_roothaan(n_open, f, a, b):
    """Minimize the energy over spherical s and p orbitals."""
    density = np.zeros((nsp, nsp))
    occupation = np.array([2.] * 6 + [n_open / 3] * 3)
    sb, pb = slice(0, ns), slice(ns, ns + npr)
    for _ in range(40):  # starting orbitals from a spin-averaged field
        fock = h_ao + (coulomb @ density.ravel()
                       - 0.5 * exchange @ density.ravel()).reshape(nsp, nsp)
        s0 = eigh(fock[sb, sb], overlap[sb, sb])[1]
        p0 = eigh(fock[pb, pb], overlap[pb, pb])[1]
        C = assemble(s0, p0)
        density = 0.5 * density + 0.5 * (C * occupation) @ C.T
    n_s = 3 * (ns - 3)

    def orbitals(x):
        X, Y = np.zeros((ns, ns)), np.zeros((npr, npr))
        X[:3, 3:] = x[:n_s].reshape(3, ns - 3)
        Y[0, 1:] = x[n_s:n_s + npr - 1]
        Y[1, 2:] = x[n_s + npr - 1:]
        return assemble(s0 @ expm(X - X.T), p0 @ expm(Y - Y.T))

    def energy(x):
        return roothaan_parts(*orbital_integrals(orbitals(x)),
                              CLOSED, OPEN, f, a, b).sum()

    result = minimize(energy, np.zeros(n_s + 2 * npr - 3), method="BFGS",
                      jac="3-point", options={"gtol": 1e-6})
    assert np.abs(result.jac).max() < 1e-4
    return result.fun, orbitals(result.x)


def run_rohf(mol, dm0=None):
    mf = scf.ROHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-5, 150
    energy = mf.kernel(dm0=dm0)
    assert mf.converged
    return energy


# --- S+ 3p3 4S: half-filled coefficients against an independent ROHF program
E_quartet, C_quartet = minimize_roothaan(3, 1/2, 1, 2)
E_quartet_rohf = run_rohf(mol_quartet)
assert abs(E_quartet - E_quartet_rohf) < 1e-6  # two iterative minimizations
parts4 = roothaan_parts(*orbital_integrals(C_quartet), CLOSED, OPEN, 1/2, 1, 2)

# --- S2+ 3p2 3P
E_triplet, C3 = minimize_roothaan(2, 1/3, 3/4, 3/2)
H3, J3, K3 = orbital_integrals(C3)
parts3 = roothaan_parts(H3, J3, K3, CLOSED, OPEN, 1/3, 3/4, 3/2)
Jxx, Jxy, Kxy = J3[6, 6], J3[6, 7], K3[6, 7]
assert abs(Jxx - Jxy - 2 * Kxy) < 1e-9
# full diagonalization of the two 3p electrons in the field of the closed shells
Dc = C3[:, :6] @ C3[:, :6].T
field = h_ao + (2 * coulomb @ Dc.ravel()
                - exchange @ Dc.ravel()).reshape(nsp, nsp)
Co = C3[:, 6:]
eri_open = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, Co, Co, Co, Co,
                     optimize=True)
spectrum = parts3[0] + sector_energies(Co.T @ field @ Co, eri_open, 2)
assert np.allclose(spectrum[:9], E_triplet, rtol=0, atol=1e-8)
assert spectrum[9] - spectrum[8] > 1e-3
assert np.allclose(spectrum[9:14], E_triplet + 2 * Kxy, rtol=0, atol=1e-8)
assert abs(spectrum[14] - E_triplet - 5 * Kxy) < 1e-8

# the three single determinants, evaluated from spin densities
C_full = np.zeros((mol_triplet.nao, 9))
C_full[sp] = C3
uhf = scf.UHF(mol_triplet)
determinants, spin_densities = [], []
for pair in combinations(OPEN, 2):
    up = C_full[:, CLOSED + list(pair)]
    down = C_full[:, CLOSED]
    dm = np.array([up @ up.T, down @ down.T])
    spin_densities.append(dm)
    determinants.append(uhf.energy_tot(dm=dm))
assert np.allclose(determinants, E_triplet, rtol=0, atol=1e-7)
E_two_open = roothaan_parts(H3, J3, K3, CLOSED, [6, 7], 1/2, 1, 2).sum()
assert abs(E_two_open - E_triplet) < 1e-8

# free minimization of one determinant breaks spherical symmetry
E_broken = run_rohf(mol_triplet, spin_densities[0])
assert E_triplet - E_broken > 1e-6
E_wrong = roothaan_parts(H3, J3, K3, CLOSED, OPEN, 1/3, 1, 2).sum()
assert abs(E_wrong - E_triplet - (Jxy - Kxy) / 3) < 1e-8

# --- Output
print("Random integrals, |determinant - formula|, half-filled:",
      f"{random_errors[3]:.1e} Eh")
print("Random integrals, |mean of 3 determinants - formula|, N=2:",
      f"{random_errors[2]:.1e} Eh")
for label, (a, b) in coefficients.items():
    print(f"Extracted from spectrum, {label}: a = {a:.6f}, b = {b:.6f}")
print(f"Basis {BASIS}: {ns} s and {npr} p radial functions,",
      f"{mol_triplet.nao} functions in all")
part_names = ("closed shell", "open one-electron", "closed-open", "open-open")
for ion, parts in (("S+ 4S", parts4), ("S2+ 3P", parts3)):
    for name, value in zip(part_names, parts):
        print(f"{ion} {name} energy: {value:.6f} Eh")
print(f"S+ 4S total, Roothaan minimum: {E_quartet:.6f} Eh")
print(f"S+ 4S total, independent ROHF: {E_quartet_rohf:.6f} Eh")
print(f"S2+ 3P total, Roothaan minimum: {E_triplet:.6f} Eh")
print(f"S2+ lowest level from diagonalization: {spectrum[0]:.6f} Eh")
for name, value in zip(("xy", "xz", "yz"), determinants):
    print(f"S2+ determinant with open p orbitals {name}: {value:.6f} Eh")
print(f"S2+ two open orbitals, f=1/2 a=1 b=2: {E_two_open:.6f} Eh")
print(f"S2+ 3p integral J_xx: {Jxx:.6f} Eh")
print(f"S2+ 3p integral J_xy: {Jxy:.6f} Eh")
print(f"S2+ 3p integral K_xy: {Kxy:.6f} Eh")
print(f"S2+ J_xy - K_xy: {Jxy - Kxy:.6f} Eh")
print(f"S2+ 1D - 3P at fixed orbitals: {spectrum[9] - spectrum[0]:.6f} Eh")
print(f"S2+ 1S - 3P at fixed orbitals: {spectrum[14] - spectrum[0]:.6f} Eh")
print(f"S2+ error from f=1/3 with a=1 b=2: {E_wrong - E_triplet:.6f} Eh")
print(f"S2+ symmetry-broken ROHF total: {E_broken:.6f} Eh")
print(f"S2+ lowering by symmetry breaking: {E_triplet - E_broken:.6f} Eh")
gap = E_triplet - E_quartet
print(f"E(S2+ 3P) - E(S+ 4S): {gap:.6f} Eh = {gap * HARTREE_EV:.3f} eV")
print("tests ok")
```

It prints:

```
Random integrals, |determinant - formula|, half-filled: 7.1e-15 Eh
Random integrals, |mean of 3 determinants - formula|, N=2: 8.9e-16 Eh
Extracted from spectrum, p2 3P: a = 0.750000, b = 1.500000
Extracted from spectrum, p2 1D: a = 0.450000, b = -0.300000
Extracted from spectrum, p2 1S: a = 0.000000, b = -3.000000
Extracted from spectrum, p3 4S: a = 1.000000, b = 2.000000
Extracted from spectrum, p4 3P: a = 0.937500, b = 1.125000
Basis def2-TZVP: 5 s and 5 p radial functions, 37 functions in all
S+ 4S closed shell energy: -393.282598 Eh
S+ 4S open one-electron energy: -27.431474 Eh
S+ 4S closed-open energy: 22.258152 Eh
S+ 4S open-open energy: 1.293817 Eh
S2+ 3P closed shell energy: -393.324489 Eh
S2+ 3P open one-electron energy: -19.117791 Eh
S2+ 3P closed-open energy: 15.663201 Eh
S2+ 3P open-open energy: 0.457345 Eh
S+ 4S total, Roothaan minimum: -397.162103 Eh
S+ 4S total, independent ROHF: -397.162103 Eh
S2+ 3P total, Roothaan minimum: -396.321734 Eh
S2+ lowest level from diagonalization: -396.321734 Eh
S2+ determinant with open p orbitals xy: -396.321734 Eh
S2+ determinant with open p orbitals xz: -396.321734 Eh
S2+ determinant with open p orbitals yz: -396.321734 Eh
S2+ two open orbitals, f=1/2 a=1 b=2: -396.321734 Eh
S2+ 3p integral J_xx: 0.551897 Eh
S2+ 3p integral J_xy: 0.488862 Eh
S2+ 3p integral K_xy: 0.031517 Eh
S2+ J_xy - K_xy: 0.457345 Eh
S2+ 1D - 3P at fixed orbitals: 0.063035 Eh
S2+ 1S - 3P at fixed orbitals: 0.157587 Eh
S2+ error from f=1/3 with a=1 b=2: 0.152448 Eh
S2+ symmetry-broken ROHF total: -396.321933 Eh
S2+ lowering by symmetry breaking: 0.000199 Eh
E(S2+ 3P) - E(S+ 4S): 0.840369 Eh = 22.868 eV
tests ok
```
